# Target Poisoning and the S-Shaped Pressure-Flow Curve in the Berg Model

## Second derivation: stability at fixed flow

### Symbols and equations of motion

The symbols carry over: \(x\) is the scaled pressure, \(\theta\) and \(\varphi\) are the compound fractions of target and collector, \(r=Y_m/Y_c\), \(\kappa\) is the ratio of collector to target gettering, \(\sigma\) is the scaled pumping speed, and \(q\) is the supplied flow in units of \(Q_0=b\,jY_cA_t/2\). The first derivation found an S-shaped curve exactly for \(r>1\) and \(\sigma<\sigma_c=\max h\), from the slope of \(q(x)\). The same condition is now obtained without differentiating that curve, by asking whether a steady state survives a small disturbance while the flow is held fixed.

Let both surfaces have \(N\) sites per unit area, and measure time in units of \(N/(jY_c)\). The difference between gain and loss in each balance is now a rate of change:

\[
\begin{aligned}
\dot\theta&=x(1-\theta)-\theta,\\
\dot\varphi&=a\left[(\kappa x+\theta)(1-\varphi)-r(1-\theta)\varphi\right],\\
\dot x&=g\left[q-\sigma x-x(1-\theta)-\kappa x(1-\varphi)\right].
\end{aligned}
\]

Here \(a=A_t/A_c\), and \(g>0\) is inversely proportional to the chamber volume. The gas is taken as well mixed, and molecules in flight between surfaces are not counted separately.

For \(q>0\) the variables stay in the box \(0\le\theta\le1\), \(0\le\varphi\le1\), \(0\le x\le q/\sigma\). On each face the rate points inward or along the face: for example, \(\dot\theta=-1\) at \(\theta=1\), \(\dot x=gq\) at \(x=0\), and \(\dot x\le0\) at \(x=q/\sigma\).

### The feedback condition

Write \(u=1-\theta\), \(v=1-\varphi\) and \(B=\kappa x+\theta+ru\). At a steady state the first two equations give

\[
u=\frac1{1+x},\qquad xu=\theta,\qquad vB=ru .
\]

Small deviations obey a linear system with matrix \(J\), where

\[
-J=\begin{pmatrix}a_{11}&0&-a_{13}\\-a_{21}&a_{22}&-a_{23}\\-a_{31}&-a_{32}&a_{33}\end{pmatrix},
\]

and differentiation of the rates gives

\[
\begin{aligned}
a_{11}&=1+x, & a_{13}&=u, & a_{21}&=a\left[v+r(1-v)\right],\\
a_{22}&=aB, & a_{23}&=a\kappa v, & a_{31}&=gx,\\
a_{32}&=g\kappa x, & a_{33}&=g(\sigma+u+\kappa v).
\end{aligned}
\]

For \(x>0\) all these numbers are positive. Each variable damps itself, and every coupling present reinforces: more gas means more compound, and more compound means more free gas.

The growth rates \(\lambda\) are the zeros of \(\det(\lambda-J)\). Expansion along the first row gives

\[
\det(\lambda-J)=(\lambda+a_{11})(\lambda+a_{22})\left[\lambda+a_{33}-H(\lambda)\right],
\]
\[
H(\lambda)=\frac{a_{13}a_{31}}{\lambda+a_{11}}+\frac{a_{23}a_{32}}{\lambda+a_{22}}+\frac{a_{13}a_{21}a_{32}}{(\lambda+a_{11})(\lambda+a_{22})} .
\]

The three terms of \(H\) are feedback loops: pressure through the target, pressure through the collector, and pressure through the target to the collector and back.

If \(a_{33}>H(0)\), the state is stable. For \(\operatorname{Re}\lambda\ge0\) one has \(|\lambda+a_{ii}|\ge a_{ii}\), hence \(|H(\lambda)|\le H(0)<a_{33}\le|\lambda+a_{33}|\), and the bracket cannot vanish. The two factors in front do not vanish there either.

If \(a_{33}<H(0)\), the state is unstable. For real \(\lambda\ge0\) the bracket is negative at zero and increases without limit, so it vanishes at one positive \(\lambda\).

Stability is thus decided by the sign of \(\Lambda=[a_{33}-H(0)]/g\).

### Evaluation of the condition

With \(u/(1+x)=u^2\), the elements above give

\[
\Lambda=\sigma+\left(u-xu^2\right)+\kappa\left\{v-\frac xB\left[\kappa v+u^2\bigl(v+r(1-v)\bigr)\right]\right\}.
\]

Both \(a\) and \(g\) have cancelled, so neither the chamber volume nor the site density affects which states are stable. Different site densities on the two surfaces would only multiply one row of \(J\) by a positive factor, which cancels in \(H(0)\) in the same way.

The target part is \(u-xu^2=u(1-\theta)=u^2\). In the collector part, take \(1/B\) outside the braces and use \(xu^2=\theta u\):

\[
\{\cdots\}=\frac1B\left[v(B-\kappa x)-\theta uv-r\theta u(1-v)\right].
\]

Since \(B-\kappa x=\theta+ru\), the square bracket equals

\[
v\theta+ruv-\theta uv-r\theta u+r\theta uv
=v\left[\theta^2+ru(1+\theta)\right]-r\theta u ,
\]

where \(\theta-\theta u=\theta^2\) was used. Now replace \(ru\) in the last term by \(vB\):

\[
v\left[\theta^2+ru+ru\theta-\theta(\kappa x+\theta+ru)\right]=v(ru-\kappa x\theta).
\]

Therefore

\[
\Lambda=\sigma+u^2+\frac{\kappa v(ru-\kappa x\theta)}{B}.
\]

To compare with the first derivation, insert \(v=ru/B\), \(u=1/(1+x)\), \(\theta=xu\) and \(B=D/(1+x)\). The last term becomes \(\kappa r(r-\kappa x^2)/D^2\), so

\[
\Lambda=\sigma-h(x).
\]

An unstable steady state exists if and only if \(h(x)>\sigma\) for some \(x\). For \(r>1\) this means \(\sigma<\max h\); for \(r\le1\), as shown next, \(h\) is never positive.

The requirement \(r>1\) can be read directly from the feedback. Instability needs \(\kappa v(\kappa x\theta-ru)/B>u^2\). With \(v=ru/B\) and \(\theta=xu\), and after dropping the term \(-ru\), this implies

\[
\frac{r\kappa^2x^2}{B^2}>1 .
\]

But \(B>\kappa x\), so \(r>1\) is necessary. It is also sufficient when the pump is slow enough: at high pressure \(B/(\kappa x)\to1\), and \(x^2(\Lambda-\sigma)\to1-r<0\).

### An unstable state implies at least three states

It remains to connect instability with the shape of the curve. The tool is an ordering property. Let \(y=(\theta,\varphi,x)\), and let \(y\le z\) mean that the inequality holds for each component. If two solutions with the same \(q\) start with \(y(0)\le z(0)\), then \(y(t)\le z(t)\) at all later times.

To prove this, let \(w=z-y\). It obeys \(\dot w=M(t)w\), where \(M\) is the average of \(J\) along the straight line from \(y\) to \(z\). This line lies in the box, where the off-diagonal elements of \(J\) are not negative. On any finite time interval a constant \(c\) can be chosen so that \(M+c\) has no negative element. The vector \(e^{ct}w\) obeys an equation with matrix \(M+c\), and successive integration from \(w(0)\ge0\) only adds non-negative terms. Hence \(w(t)\ge0\).

Start from the clean state \(y=0\). The solution cannot go below zero, so \(y(s)\ge y(0)\) for every \(s>0\). The ordering property, applied to the solution and its shifted copy, gives \(y(t+s)\ge y(t)\). The solution rises, is bounded by the box, and therefore tends to a steady state. Since it stays below every steady state, its limit is the lowest one. In the same way, the start \((1,1,q/\sigma)\) at the top of the box leads down to the highest steady state.

Now let \(y_*\) be an unstable steady state with growth rate \(\lambda>0\). The corresponding eigenvector can be chosen with \(\delta x=1\), and its other components are

\[
\delta\theta=\frac{a_{13}}{\lambda+a_{11}}>0,\qquad
\delta\varphi=\frac{a_{23}+a_{21}\,\delta\theta}{\lambda+a_{22}}>0 .
\]

Call this positive vector \(V\). At \(y_*-\varepsilon V\) the rates are \(-\varepsilon\lambda V\) plus terms of order \(\varepsilon^2\), so for small \(\varepsilon\) all three variables fall at first. By the ordering property they never rise again. The solution from the clean start lies below this one, so the lowest steady state lies below \(y_*\). The mirrored argument at \(y_*+\varepsilon V\) puts the highest steady state above \(y_*\). At least three steady states share the same flow, and the curve is S-shaped.

### No unstable or marginal state implies one state

Let \(r\le1\), or let \(r>1\) and \(\sigma>\sigma_c\). Then \(\Lambda>0\) at every steady state, and

\[
\det(-J)=a_{11}a_{22}\,g\Lambda>0 .
\]

By the implicit function theorem each steady state continues as one smooth branch when \(q\) is changed. Follow any branch towards smaller \(q\). It stays in a bounded box and cannot end at positive \(q\), so it reaches \(q=0\).

At \(q=0\) the gas balance reads \(x(\sigma+u+\kappa v)=0\), which forces \(x=0\). The target balance then gives \(\theta=0\), and the collector balance gives \(r\varphi=0\). Only the clean state remains. The determinant is positive there too, so one branch leaves it, and each flow has one steady state. This completes the second derivation for \(\sigma\ne\sigma_c\).

### Hysteresis in the numerical case

For the parameters used before, \(S=0.05\) m³/s, the pressure unit (\(x=1\)) is 4.64 mPa and \(Q_0=6.24\times10^{17}\) molecules/s. One standard cubic centimetre per minute (sccm, at 0 °C and 1 atm) is \(4.478\times10^{17}\) molecules/s.

The first fold lies at \(x=0.645\), where \(D=26.9\) and

\[
q=0.0898\times0.645+\frac{0.645}{1.645}+\frac{100\times0.645}{26.9}=0.058+0.392+2.40=2.85 .
\]

This is \(1.78\times10^{18}\) molecules/s, or 3.97 sccm, at a pressure of 2.99 mPa. The target is only 39 % covered at this point, while the collector is 81 % covered. The second fold lies at \(x=5.52\), or 25.6 mPa, with a flow of \(1.31\times10^{18}\) molecules/s, or 2.92 sccm.

When the flow is raised slowly past the first fold, the low-pressure state disappears. At the fold flow itself, the remaining state has 85.0 mPa and a target coverage of 95 %, so the pressure rises by a factor of 28. When the flow is lowered past the second fold, the pressure falls from 25.6 to 0.85 mPa and the target coverage to 16 %. Between 2.92 and 3.97 sccm the history decides which state is found.

At the middle of this window, 3.45 sccm, the three steady states are:

| State | Pressure (mPa) | Target coverage | Collector coverage |
|---|---|---|---|
| low | 1.27 | 0.21 | 0.59 |
| middle | 8.40 | 0.64 | 0.95 |
| high | 61.9 | 0.93 | 0.999 |

The middle state shows the feedback in numbers. The change of each gas loss with pressure, \(k_BT\,dQ/dp\), taken along the steady curve so that both coverages follow the pressure, has the unit of a pumping speed. It is \(+0.071\) m³/s for the target, \(+0.050\) m³/s for the pump and \(-0.286\) m³/s for the collector. The sum is \(-0.166\) m³/s, so once the coverages have followed a small rise in pressure, the total loss is lower than before and the pressure rises further. At fixed coverages the loss would increase with pressure; the instability comes from the response of the surfaces.

Integration of the equations of motion agrees with this picture. From a clean start, a flow 2 % below the first fold ends at 2.15 mPa, and a flow 2 % above it ends at 88.4 mPa. From a poisoned start, a flow 2 % above the second fold ends at 35.0 mPa, and a flow 2 % below it ends at 0.82 mPa. Clean and poisoned here mean the two corners of the box, \((0,0,0)\) and \((1,1,q/\sigma)\). Inside the window, other starts can end in either stable state, and the chamber volume then matters. With \(N=10^{19}\) m⁻², poisoned surfaces in an empty chamber at a flow 2 % above the second fold end at 0.89 mPa for a volume of 0.05 m³, but at 35.0 mPa for 0.005 m³. Further values are in the numerical output.

The middle state is unstable because the flow is fixed. If an ideal controller holds the pressure instead, \(x\) is no longer free. The remaining two equations have growth rates \(-a_{11}\) and \(-a_{22}\), both negative, so every point of the curve can then be held. A real controller acts through the flow with some delay, and that delay must be short compared with the growth time of the unstable state. For a volume of 0.05 m³ and \(N=10^{19}\) m⁻², the middle state of the table grows at 1.25 s⁻¹, a time of about 0.8 s.

### What each derivation assumes

Both derivations use the same steady balances, and hence the same idealizations: constant current, yields and sticking coefficients, one uniform coverage per surface, and no implantation. If the ion current or the yields change as the target becomes covered, the formula for \(h\) no longer holds. The same is true if target erosion is strongly non-uniform, since one value of \(\theta\) then cannot describe the target.

The first derivation assumes nothing about time. It stays valid for any dynamics with the same steady states, for example with extra slow storage of gas in the walls that comes to equilibrium. It relies on the explicit rational form of \(q(x)\), and this yields more detail: exactly two folds, and a single pressure for each flow at \(\sigma=\sigma_c\). It cannot say which of three states is reached.

The second derivation needs the equations of motion, with gas and surface coverages as the only stored quantities. In return it shows which states are stable and where the starts at the bottom and top corners of the box lead. Its ordering argument uses only the signs of the couplings, so it carries over to other rate laws with bounded solutions in which gas promotes compound, compound on one surface does not hinder compound on the other, and compound leaves more gas free. It does not count the folds, and it leaves the borderline \(\sigma=\sigma_c\) to the first derivation.

The two meet in the identity \(\Lambda=dq/dx\): for the equations of motion above, at fixed flow, a steady state is stable where the required flow rises with pressure and unstable where it falls.

## Calculated quantities

```
target area 0.010 m^2, collector area 0.200 m^2
ion current density 100.0 A/m^2
ion flux j = 6.2415e+20 m^-2 s^-1
yields: metal 0.50, compound 0.10
X atoms per metal atom b = 2
sticking: target 0.50, collector 0.50
molecular mass 32.0 u, temperature 300.0 K
pumping speed S = 0.050 m^3/s
mean molecular speed = 445.53 m/s
pressure unit (x=1) = 4.6421 mPa
flow unit Q0 = 6.2415e+17 molecules/s
pumping unit a_t A_t v/4 = 0.5569 m^3/s
r = 5.000, kappa = 20.000, sigma = 0.08978 (no unit)
sigma_c = 0.47767 at x = 1.1659 (no unit)
critical pumping speed, formula = 0.26602 m^3/s
critical pumping speed, bisection = 0.26602 m^3/s
upper bound on it = 2.2276 m^3/s
sigma_c/(r-1) at kappa=20: 0.1194 (no unit)
sigma_c/(r-1) at kappa=1000: 0.5566 (no unit)
sigma_c/(r-1) at kappa=1000000: 0.9458 (no unit)
kappa=1e12: deficit 5.5250e-04, law 5.5260e-04
one sccm (0 C, 1 atm) = 4.4780e+17 molecules/s
poisoning fold: x = 0.6447, pressure 2.9927 mPa
  flow 1.7794e+18 molecules/s = 3.9736 sccm
  q = 2.8509, coverages target 0.3920, collector 0.8138
recovery fold: x = 5.5204, pressure 25.6262 mPa
  flow 1.3095e+18 molecules/s = 2.9243 sccm
  q = 2.0980, coverages target 0.8466, collector 0.9932
after poisoning jump: 85.035 mPa, target coverage 0.9482
pressure ratio of that jump = 28.41
after recovery jump: 0.8522 mPa, target coverage 0.1551
pressure ratio of that jump = 30.07
mid-window flow = 1.5444e+18 molecules/s = 3.4490 sccm, q = 2.4744
  low: x = 0.2737, 1.2705 mPa, coverages 0.2149, 0.5917
  middle: x = 1.8096, 8.4005 mPa, coverages 0.6441, 0.9539
  high: x = 13.3327, 61.8914 mPa, coverages 0.9302, 0.9987
kT dQ/dp at middle state, m^3/s:
  target 0.0705, collector -0.2862, pump 0.0500, sum -0.1656
time runs, final pressure in mPa:
  clean start, flow 3.8941 sccm: 2.1510
  clean start, flow 4.0531 sccm: 88.3625
  poisoned start, flow 2.9828 sccm: 35.0411
  poisoned start, flow 2.8658 sccm: 0.8180
random cases: 80 two folds, 80 none (fast pump), 80 none (r<1)
stability sign checked at 61 pressures, 14 unstable
```
